# Why a sharp Coulomb cutoff does not ring for smooth charges

## A Gaussian charge seen through the cutoff

Take a unit charge spread as a Gaussian of width \(\sigma\), centred at the origin, and let it interact with a positive unit test charge through a Coulomb law that is switched off abruptly at distance \(R\). In Hartree atomic units,

\[
\rho(r)=\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}},\qquad
v_R(r)=\begin{cases}1/r, & r<R\\ 0, & r>R.\end{cases}
\]

With the convention \(f(\mathbf G)=\int f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r\), the charge has the transform \(\rho(G)=e^{-\sigma^2G^2/2}\). For the kernel, the angular average of the plane wave is \(\sin(Gr)/(Gr)\), so

\[
v_R(G)=\int_0^R4\pi r^2\,\frac1r\,\frac{\sin Gr}{Gr}\,dr
=\frac{4\pi}{G}\int_0^R\sin Gr\,dr
=\frac{4\pi}{G^2}(1-\cos GR).
\]

Since \(1-\cos GR\to G^2R^2/2\) at small \(G\), \(v_R(0)=2\pi R^2\). The kernel as a whole falls as \(G^{-2}\). What is undamped is the cosine relative to \(4\pi/G^2\): in three dimensions the shell area \(4\pi G^2\) cancels the decay, and the oscillation enters the inverse transform damped only by the plane wave's own average \(\sin(Gr)/(Gr)\), which is 1 at the origin.

The potential is the convolution \(\phi_R=\rho*v_R\), whose transform is \(\rho(G)v_R(G)\). The inverse transform of a spherical function gives

\[
\phi_R(r)=\frac{1}{2\pi^2}\int_0^\infty G^2\rho(G)v_R(G)\frac{\sin Gr}{Gr}\,dG ,
\]

and therefore

\[
r\phi_R(r)=\frac2\pi\int_0^\infty\rho(G)\,(1-\cos GR)\,\frac{\sin Gr}{G}\,dG. \tag{1}
\]

To evaluate it, write \(\cos GR\,\sin Gr=\tfrac12[\sin G(r+R)+\sin G(r-R)]\). All terms then have the form

\[
I(x)=\int_0^\infty e^{-\sigma^2G^2/2}\,\frac{\sin Gx}{G}\,dG .
\]

Here \(I(0)=0\) and \(I'(x)=\int_0^\infty e^{-\sigma^2G^2/2}\cos Gx\,dG=\sqrt{\pi/2}\,\sigma^{-1}e^{-x^2/2\sigma^2}\), which integrates to \(I(x)=\frac\pi2\operatorname{erf}(x/\sqrt2\sigma)\). Hence

\[
r\phi_R(r)=\operatorname{erf}\frac{r}{\sqrt2\sigma}
-\frac12\operatorname{erf}\frac{r+R}{\sqrt2\sigma}
-\frac12\operatorname{erf}\frac{r-R}{\sqrt2\sigma}. \tag{2}
\]

For \(R\gg\sigma\) and \(r\) near \(R\), the first two terms are \(1-\tfrac12\), and \(r\phi_R\) is half of \(1-\operatorname{erf}[(r-R)/\sqrt2\sigma]\). With \(R=10\) bohr and \(\sigma=0.8\) bohr it is 0.977 at \(r=8.4\) bohr, 0.500 at 10 bohr and 0.023 at 11.6 bohr. The edge of the kernel has become a smooth step as wide as the charge. There is no jump left for a Fourier series to overshoot.

## The kernel alone does ring

A point charge has \(\rho(G)=1\), and its potential is the kernel itself. Stop the integral (1) at \(G_m\). With \(\operatorname{Si}(x)=\int_0^x(\sin t/t)\,dt\), the same product rule gives

\[
r\phi(r)=\frac1\pi\left[2\operatorname{Si}(G_mr)-\operatorname{Si}(G_m(r+R))-\operatorname{Si}(G_m(r-R))\right].
\]

Near \(r=R\), at large \(G_m\), the first two sine integrals approach \(\pi/2\), leaving \(\tfrac12-\frac1\pi\operatorname{Si}(G_m(r-R))\). This is largest where the argument is \(-\pi\), at \(r=R-\pi/G_m\), and its value there is \(\tfrac12+\operatorname{Si}(\pi)/\pi=1.0895\). The true value is 1. A larger cutoff moves the overshoot towards \(R\) but leaves its height at 9% of the jump. This is Gibbs ringing.

The two charges can be compared at equal cutoffs, by the largest excess of \(r\phi\) over 1 between \(r=5\) and 10 bohr:

| \(G_m\) (1/bohr) | point charge | Gaussian, \(\sigma=0.8\) bohr |
|---|---|---|
| 10 | 0.094 | \(-5.8\times10^{-10}\) |
| 20 | 0.092 | \(-5.8\times10^{-10}\) |
| 40 | 0.089 | \(-5.8\times10^{-10}\) |

The scatter of the point-charge values about 0.0895 comes from the first two sine integrals. Since \(\operatorname{Si}(x)\approx\pi/2-\cos x/x\), they miss their limits by terms of order \(1/(G_mR)\). The Gaussian value is negative and independent of the cutoff. It is the small deficit of the error functions in (2), not a ripple.

The undamped cosine also shows at the origin, far from the edge. The cosine part of the kernel, \(4\pi\cos(GR)/G^2\), is the transform of the tail that was removed, \(1/r\) for \(r>R\). That tail vanishes at the origin. For a point charge, however, its band-limited value there is

\[
\frac2\pi\int_0^{G_m}\cos GR\,dG=\frac{2}{\pi R}\sin G_mR ,
\]

which swings with amplitude \(2/(\pi R)=0.064\) hartree/e for \(R=10\) bohr, however large \(G_m\) is. For a smooth charge, integrate the missing part by parts:

\[
\frac2\pi\int_{G_m}^{\infty}\rho(G)\cos GR\,dG
=-\frac{2}{\pi R}\rho(G_m)\sin G_mR-\frac{2}{\pi R}\int_{G_m}^\infty\rho'(G)\sin GR\,dG .
\]

The leading amplitude is \(2\rho(G_m)/(\pi R)\): the oscillation is now damped by the charge. For the Gaussian, the largest ripple found while \(G_m\) is raised through one period \(2\pi/R\) is \(1.7\times10^{-2}\), \(3.3\times10^{-4}\) and \(3.4\times10^{-7}\) hartree/e for scans starting at 2, 4 and 6 per bohr. The leading estimate at the start of each scan is \(1.8\times10^{-2}\), \(3.8\times10^{-4}\) and \(6.3\times10^{-7}\). It is least accurate in the last scan, where \(\rho(G)\) falls by more than a factor of ten within one period.

## What the cosine does

The algebra behind (2) did not need a Gaussian. For any spherical charge for which the integrals converge, let

\[
u(r)=\frac2\pi\int_0^\infty\rho(G)\frac{\sin Gr}{G}\,dG .
\]

For \(r>0\) this is \(r\) times the ordinary Coulomb potential, and the integral continues it as an odd function to \(r<0\). Equation (1) becomes

\[
r\phi_R(r)=u(r)-\tfrac12\left[u(r+R)+u(r-R)\right]. \tag{3}
\]

Multiplication by \(\cos GR\) shifts a radial profile by \(\pm R\). It moves features without sharpening them. How fast a transform oscillates in \(G\) tells where a feature lies; how fast it decays tells how sharp the feature is. The edge at \(r=R\) is a copy of what \(u\) does at \(r=0\). For a point charge, \(u\) is the sign function, and half of its jump of 2 reappears at \(R\) as a jump of 1. For a smooth charge, \(u\) passes through the origin with the finite slope \(\phi_\infty(0)\), where \(\phi_\infty\) is the untruncated potential, and the copy is equally smooth.

Equation (3) also shows where the truncation is harmless. Let a spherical charge \(q\) lie wholly within radius \(b<R/2\), so that \(u=q\) for \(r\ge b\) and \(u=-q\) for \(r\le-b\).

- For \(r<R-b\), the shifted terms are \(q\) and \(-q\). They cancel, and \(\phi_R=\phi_\infty\).
- For \(r>R+b\), all three terms equal \(q\), and \(q-\tfrac12(q+q)=0\).
- In between, \(r\phi_R=q-\tfrac12[q+u(r-R)]=\tfrac12[q-u(r-R)]\).

The shape in the last region follows from electrostatics. The charge inside \(r\) acts as if at the centre, and each outer shell adds its charge divided by its radius:

\[
u(r)=\int_0^r4\pi s^2\rho(s)\,ds+r\int_r^\infty4\pi s\rho(s)\,ds .
\]

On differentiation, the terms \(4\pi r^2\rho(r)\) from the two limits cancel, and \(u'(r)=\int_r^\infty4\pi s\rho(s)\,ds\). This is non-negative if \(\rho\) is, so \(r\phi_R\) falls monotonically from \(q\) to 0, without overshoot.

Equation (3) was tested against direct integration of the convolution in real space, with \(R=10\) bohr, at six radii from 1 to 13.5 bohr. For the Gaussian the two sides of (3) agree to rounding. For a unit charge with density proportional to \((1-r^2/b^2)^3\) inside \(b=3\) bohr, they agree to \(9\times10^{-10}\).

## Any smooth charge, at finite cutoff

Without spherical symmetry, write the convolution with the distance vector as the integration variable:

\[
\phi_R(\mathbf r)=\int_{|\mathbf s|<R}\frac{\rho(\mathbf r-\mathbf s)}{|\mathbf s|}\,d^3s .
\]

The region of integration does not depend on \(\mathbf r\), so every derivative with respect to \(\mathbf r\) falls on \(\rho\) and none on the edge. As \(\int_{|\mathbf s|<R}d^3s/|\mathbf s|=2\pi R^2\), any derivative of \(\phi_R\) is at most \(2\pi R^2\) times the maximum of the same derivative of \(\rho\). A smooth charge thus has a smooth truncated potential, for any \(R\).

A calculation keeps wave vectors up to some \(G_m\). Let \(\bar\rho(G)\) be the largest \(|\rho(\mathbf G)|\) on the sphere of radius \(G\). Because \(0\le1-\cos GR\le2\), the omitted part obeys

\[
|\Delta\phi|\le\frac{1}{(2\pi)^3}\int_{G_m}^\infty4\pi G^2\,\frac{8\pi}{G^2}\,\bar\rho(G)\,dG
=\frac4\pi\int_{G_m}^\infty\bar\rho(G)\,dG. \tag{4}
\]

The bound does not depend on position. If the integral converges, the band-limited potential therefore converges uniformly, and an overshoot of fixed height cannot survive. The untruncated \(4\pi/G^2\) obeys the same bound with \(2/\pi\): in this estimate the sharp edge costs at most a factor of two.

For the Gaussian the bound is \((4/\pi)\sqrt{\pi/2}\,\sigma^{-1}\operatorname{erfc}(\sigma G_m/\sqrt2)\). The largest errors between \(r=0.05\) and 15 bohr, each relative to the same kernel without a limit on \(G\), are, in hartree/e:

| \(G_m\) (1/bohr) | truncated | bare \(1/r\) | bound, truncated |
|---|---|---|---|
| 2 | 0.12 | 0.11 | 0.22 |
| 4 | \(1.7\times10^{-3}\) | \(1.4\times10^{-3}\) | \(2.7\times10^{-3}\) |
| 6 | \(1.6\times10^{-6}\) | \(1.6\times10^{-6}\) | \(3.2\times10^{-6}\) |

At these cutoffs the two errors differ by less than a third. The ratio depends on the phase of \(\cos G_mR\); over one period starting at 6 per bohr it runs from about 0.6 to 1.4. Most of the error comes from the part of the charge left unresolved, not from the edge.

## When ringing returns

Equation (4) excludes ringing whenever \(\int\bar\rho(G)\,dG\) converges. This condition is sufficient, not necessary, and it is weaker than smoothness. A uniformly charged ball of radius \(b\) has a jump in its density, yet with \(x=Gb\) its transform is \(3(\sin x-x\cos x)/x^3\), which decays as \(x^{-2}\) and is integrable. For a unit charge with \(b=3\) bohr, the largest error between \(r=0.05\) and 15 bohr is \(7.0\times10^{-4}\), \(8.5\times10^{-5}\) and \(1.5\times10^{-5}\) hartree/e at \(G_m=10\), 20 and 40 per bohr. At the origin itself it is larger, by about a factor of two at the last cutoff. It vanishes, but far more slowly than for the Gaussian. Three cutoffs of an oscillating error do not fix an exponent.

A point charge violates the condition. So, in practice, does a charge too narrow for the cutoff in use, because \(\rho(G)\) is still far from negligible at \(G_m\). The relevant number is \(\sigma G_m\). At fixed \(G_m=10\) per bohr, the excess of \(r\phi\) over 1 between 5 and 10 bohr is:

| \(\sigma\) (bohr) | \(\sigma G_m\) | excess |
|---|---|---|
| 0.2 | 2 | 0.0045 |
| 0.1 | 1 | 0.050 |
| 0.05 | 0.5 | 0.082 |

The narrowest charge rings almost like a point. Raising the cutoff to 160 per bohr gives \(\sigma G_m=8\), and the excess falls to rounding level. The cure is to resolve the charge; the kernel is unchanged.

Point ions need not spoil an energy. The interaction of a point ion with a smooth electron density equals the ion's charge times the electrons' potential at the ion, and that potential obeys (4). One smooth partner is enough. The interaction between two point ions has none and is not covered by (4); it has to be summed in real space or with smeared ions.

## In a supercell

A plane-wave code evaluates a discrete sum in a cell of volume \(\Omega\). To see what it represents, add the truncated potentials of all lattice copies, \(F(\mathbf r)=\sum_{\mathbf T}\phi_R(\mathbf r+\mathbf T)\). Its Fourier coefficient is an integral over one cell. Since \(e^{i\mathbf G\cdot\mathbf T}=1\), the sum over copies turns it into an integral over all space, which gives \(\rho(\mathbf G)v_R(G)/\Omega\). Thus

\[
\frac1\Omega\sum_{\mathbf G}\rho(\mathbf G)v_R(G)e^{i\mathbf G\cdot\mathbf r}
=\sum_{\mathbf T}\phi_R(\mathbf r+\mathbf T).
\]

Smoothness does not make this the isolated potential; geometry does. Let the charge and the points of interest lie in a sphere of radius \(a\) in a cubic cell of side \(L\). Their mutual distances are at most \(2a\), and distances to periodic images are at least \(L-2a\). The cutoff keeps the former and drops the latter if

\[
2a\le R\le L-2a .
\]

The smallest choice is \(R=2a\), \(L=4a\). Here the cosine has work to do. In free space its contribution vanishes in the interior, but in the cell, together with the \(G=0\) term, it supplies the difference between the isolated potential and that of the periodic array in its neutralising background.

Take \(a=5\), \(R=10\) and \(L=20\) bohr, with Gaussians of width 0.8 bohr and charges \(+1.5\) and \(-0.5\) at \(x=+1\) and \(-1\) bohr. Along a cell axis \(G=2\pi n/L\), so \(GR=\pi n\), and the kernel alternates between zero (even \(n\ne0\)) and \(8\pi/G^2\) (odd \(n\)). Despite this rough appearance, the potential converges rapidly. The largest error relative to the isolated potential, over the grid points in the sphere and a fine line through the charges that includes points between nodes, is:

| grid | axis \(G_m\) (1/bohr) | error (hartree/e) |
|---|---|---|
| \(16^3\) | 2.51 | \(3.3\times10^{-2}\) |
| \(24^3\) | 3.77 | \(9.2\times10^{-4}\) |
| \(32^3\) | 5.03 | \(1.3\times10^{-5}\) |
| \(48^3\) | 7.54 | \(4.1\times10^{-8}\) |

The last error, about \(1.1\times10^{-6}\) V, has an identifiable source. At \(x=-5\) bohr, the larger charge is 6 bohr away and its nearest image 14 bohr away, each \(4\text{ bohr}=5\sigma\) from the cutoff distance. By (2), a fraction \(\tfrac12\operatorname{erfc}(5/\sqrt2)=2.87\times10^{-7}\) of the first interaction is lost and an equal fraction of the second is kept. The net error is \(1.5\times2.87\times10^{-7}\times(1/6-1/14)=4.1\times10^{-8}\) hartree/e. This is the Gaussian tail crossing the geometric limits, and a finer grid would not remove it. The table samples only the nodes and the axis. On the surface of the sphere about 14° off the axis, the image has receded and cancels less of the loss, and the error reaches \(5.3\times10^{-8}\) hartree/e.

Wrong geometry costs far more. On the \(48^3\) grid with the same cell, \(R=4\) bohr gives an error of 0.25 hartree/e, because interactions inside the sphere are cut. \(R=17\) bohr gives 0.10 at the sampled points (0.11 on the surface of the sphere between the axes), because images are let in. The bare periodic kernel without its \(G=0\) term gives 0.14. None of these is a ringing error.

## Real densities and practical choices

The Gaussian model is kinder than a molecule in two respects. First, molecular densities decay exponentially into vacuum, so the choice of \(a\) matters more. If, say, \(2\times10^{-4}\) of an electron lies just outside the assumed sphere, the potential can in a bad case be wrong by roughly that charge divided by \(R\), or \(2\times10^{-5}\) hartree/e at \(R=10\) bohr. That is several hundred times the residue above. It requires the stray charge to sit together on the side opposite the point of interest, away from the cell axes. Spread evenly around the sphere as an exponential tail with a decay length of 0.5 bohr, the same charge does only about a tenth of that harm, because little of it is farther than \(R\) from any one point inside. A slower decay does more. Secondly, an all-electron density has a cusp at each nucleus. A density \(e^{-\kappa r}\) has the transform \(8\pi\kappa/(\kappa^2+G^2)^2\), so the tail decays as \(G^{-4}\): integrable, hence without Gibbs ringing, but slow to converge. A pseudised valence density avoids the cusp. If its orbitals contain plane waves up to \(K\), their products reach \(2K\), and a density grid that holds all of these omits nothing from the potential of that density.

Three practical rules follow.

- **Leave the edge sharp.** Softening it changes the Coulomb law at distances near \(R\). This is harmless only if the whole softened edge fits between \(2a\) and \(L-2a\). The smallest cell, \(L=4a\), has no such room and would have to grow. For a resolved charge there is no ringing for the softening to remove.
- **Vary the cutoff and the geometry separately.** A ripple that changes with \(G_m\) at fixed \(R\) and \(L\) points to an unresolved charge. An error that stays put as \(G_m\) grows points to \(R\), \(L\) or the density tail.
- **Set the \(G=0\) term.** It must be \(2\pi R^2\), not zero, whenever the density carries a net charge. The other terms can be evaluated as written: in the smallest cell the smallest non-zero \(GR\) is \(\pi\), far from the small values at which \(1-\cos GR\) loses digits.

The numerical output below lists the tabulated values and most of the others used here.

## Computed results

```
cutoff radius R = 10.0 bohr; Gaussian width = 0.80 bohr
kernel at G=0: 628.319 bohr^2
limiting Gibbs overshoot: 0.08949 of the jump
Gmax=10/bohr: max(r phi)-1, kernel 0.0944, Gaussian -5.8e-10
Gmax=20/bohr: max(r phi)-1, kernel 0.0915, Gaussian -5.8e-10
Gmax=40/bohr: max(r phi)-1, kernel 0.0888, Gaussian -5.8e-10
origin ripple, Gmax=2/bohr: point 0.0636, Gaussian 1.66e-02 hartree/e (estimate 1.77e-02)
origin ripple, Gmax=4/bohr: point 0.0636, Gaussian 3.29e-04 hartree/e (estimate 3.80e-04)
origin ripple, Gmax=6/bohr: point 0.0637, Gaussian 3.37e-07 hartree/e (estimate 6.32e-07)
shift rule vs convolution, max difference in r phi: Gaussian 4.2e-16, compact 8.6e-10
Gaussian r phi at r=8.4 bohr: 0.97725
Gaussian r phi at r=10.0 bohr: 0.50000
Gaussian r phi at r=11.6 bohr: 0.02275
Gmax=2/bohr error: cut 1.2e-01, bare 1.1e-01, cut bound 2.2e-01 hartree/e
Gmax=4/bohr error: cut 1.7e-03, bare 1.4e-03, cut bound 2.7e-03 hartree/e
Gmax=6/bohr error: cut 1.6e-06, bare 1.6e-06, cut bound 3.2e-06 hartree/e
Gmax=10/bohr error: cut 7.9e-16, bare 1.1e-15, cut bound 2.5e-15 hartree/e
Gmax=10/bohr, width=0.80 bohr: max(r phi)-1 = -5.80e-10
Gmax=10/bohr, width=0.20 bohr: max(r phi)-1 = 4.48e-03
Gmax=10/bohr, width=0.10 bohr: max(r phi)-1 = 5.03e-02
Gmax=10/bohr, width=0.05 bohr: max(r phi)-1 = 8.16e-02
Gmax=160/bohr, width=0.05 bohr: max(r phi)-1 = 1.8e-15
uniform ball, radius 3 bohr, Gmax=10/bohr: error 7.0e-04 hartree/e
uniform ball, radius 3 bohr, Gmax=20/bohr: error 8.5e-05 hartree/e
uniform ball, radius 3 bohr, Gmax=40/bohr: error 1.5e-05 hartree/e
cell L=20 bohr, tested radius 5 bohr; charges +1.5 e at x=+1.0 bohr, -0.5 e at x=-1.0 bohr
grid 16^3, axis Gmax=2.51/bohr: error 3.29e-02 hartree/e
grid 24^3, axis Gmax=3.77/bohr: error 9.15e-04 hartree/e
grid 32^3, axis Gmax=5.03/bohr: error 1.32e-05 hartree/e
grid 48^3, axis Gmax=7.54/bohr: error 4.10e-08 hartree/e
finest-grid error = 1.1e-06 V
R=4 bohr, too short: error 0.2517 hartree/e
R=17 bohr, too long: error 0.0985 hartree/e
bare periodic kernel: error 0.1422 hartree/e
```
